\section*{The trap-filled-limit voltage of a 5 nm high-k layer}

\section{Question}

I have a dielectric layer 5 nm thick with relative permittivity 20. It contains $10^{19}$ electron traps per cubic centimetre, all empty at the start, and I am asked for the trap-filled-limit voltage.

My reasoning was that filling every trap stores a charge $qNL$ per unit area, and the layer has a capacitance $\varepsilon/L$ per unit area, so the voltage should be charge over capacitance, $qNL^2/\varepsilon$. That gives 0.23 V. A classmate gets half of this and says that the charge is "spread out", which does not convince me. Which value is right, and where does the factor come from? I would also like to know whether the current through such a thin layer really jumps at that voltage.

\section{Answer}

Your classmate's value is right. The factor follows from Gauss's law once we say what the voltage is supposed to mark. The jump is a separate matter: it needs traps that injected electrons fill progressively as the bias rises and that run out of empty sites at this voltage, and neither of the two contact arrangements examined below provides that.

\subsection{Field and voltage with all traps full}

Put the cathode, which injects electrons, at $x=0$ and the anode at $x=L$. Let $E$ be positive when it pushes electrons towards the anode. The electric field vector then points towards the cathode, so its $x$ component is $-E$. I take the traps to be neutral when empty and to carry charge $-q$ when full, and I neglect free charge for now. Gauss's law reads
\begin{equation}
\frac{d(-\varepsilon E)}{dx}=-qN
\quad\Longrightarrow\quad
\frac{dE}{dx}=\frac{qN}{\varepsilon},
\end{equation}
with $\varepsilon=\varepsilon_r\varepsilon_0$. For uniform $N$ this integrates to
\begin{equation}
E(x)=E(0)+\frac{qN}{\varepsilon}x .
\end{equation}
For electrodes of equal work function, the applied voltage is the integral of $E$:
\begin{equation}
V=\int_0^L E\,dx=E(0)L+\frac{qNL^2}{2\varepsilon}.
\label{eq:V}
\end{equation}
Solving for the field at the cathode gives
\begin{equation}
E(0)=\frac{V}{L}-\frac{qNL}{2\varepsilon}.
\label{eq:E0}
\end{equation}
The first term draws electrons in. The second is the repulsion from the trapped charge. At low voltage the repulsion wins and the field at the cathode pushes electrons back. The two balance at
\begin{equation}
V_{\mathrm{TFL}}=\frac{qNL^2}{2\varepsilon}.
\label{eq:TFL}
\end{equation}
This is the trap-filled-limit voltage: the bias at which a completely filled layer has zero field at its cathode.

Your estimate puts all the charge at the cathode. When $E(0)=0$, the field lines that end on a trapped electron at $x$ come from the anode and cross only the distance $L-x$. A slice of thickness $dx$ therefore contributes $qN(L-x)\,dx/\varepsilon$ to the voltage, and
\begin{equation}
\int_0^L\frac{qN(L-x)}{\varepsilon}\,dx
=\frac{qN}{\varepsilon}\left(L^2-\frac{L^2}{2}\right)
=\frac{qNL^2}{2\varepsilon}.
\end{equation}
The average distance is $L/2$, and that is the missing factor.

\subsection{The numbers}

In SI units $N=10^{25}\ \mathrm{m^{-3}}$ and $L=5\times10^{-9}$ m, so
\begin{equation}
V_{\mathrm{TFL}}=
\frac{(1.602\times10^{-19})(10^{25})(5\times10^{-9})^2}
{2(20)(8.854\times10^{-12})}\ \mathrm{V}
=0.113\ \mathrm{V}.
\end{equation}
The trapped sheet charge is $qNL=0.80\ \mathrm{\mu C/cm^2}$. The field rises linearly from zero at the cathode to $qNL/\varepsilon=2V_{\mathrm{TFL}}/L=0.45$ MV/cm at the anode.

Since $V_{\mathrm{TFL}}\propto L^2$, a thicker layer soon has a much larger value, but the anode field grows as $L$. With a rough breakdown field of 4 MV/cm, the present anode field is 0.113 of the limit. At the same trap density the limit would be reached at $L=5\ \mathrm{nm}/0.113\approx44$ nm. Beyond that thickness the filled layer would break down before its cathode field vanished.

\subsection{Why a current jump is expected in the ideal model}

Suppose that electrons move by drift alone with constant mobility $\mu$, and that the cathode supplies as many as the layer can carry. A finite current with an unlimited density at the contact requires $E(0)=0$. Let $n$ be the free density and $E_t$ the trap depth below the conduction band. Without spin degeneracy, the filled fraction is
\begin{equation}
f=\frac{1}{1+\exp[(\mathcal E_t-F)/kT]},
\end{equation}
where $\mathcal E_t$ is the trap energy and $F$ the local Fermi level. For a dilute band with edge $\mathcal E_c$, $n=N_c\exp[-(\mathcal E_c-F)/kT]$. Defining $n_1=N_c\exp(-E_t/kT)$ turns the exponential in $f$ into $n_1/n$, so $f=n/(n+n_1)$. The equations are
\begin{equation}
J=q\mu nE,\qquad
\varepsilon\frac{dE}{dx}=q\left(n+\frac{Nn}{n+n_1}\right).
\end{equation}
Measure length in $L$, field in $qNL/\varepsilon$, and density in $N$:
\begin{equation}
s=\frac{x}{L},\quad e=\frac{\varepsilon E}{qNL},\quad
a=\frac{n_1}{N},\quad j=\frac{\varepsilon J}{q^2\mu N^2L}.
\end{equation}
The current equation becomes $n/N=j/e$. Putting this into Gauss's law, and dividing the voltage by Eq.~(\ref{eq:TFL}), gives
\begin{equation}
\frac{de}{ds}=\frac{j}{e}+\frac{j}{j+ae},\qquad
\frac{V}{V_{\mathrm{TFL}}}=2\int_0^1e\,ds .
\label{eq:drift}
\end{equation}
For deep traps $a\ll1$, and there are three regimes.

For $j\ll a$ the traps are mostly empty. Over nearly the whole layer $de/ds\approx j/(ae)$, so $e^2=2js/a$ and
\begin{equation}
\frac{V}{V_{\mathrm{TFL}}}=2\sqrt{\frac{2j}{a}}\int_0^1\sqrt{s}\,ds
=\frac43\sqrt{\frac{2j}{a}} .
\end{equation}
Squaring gives $j=(9/32)a(V/V_{\mathrm{TFL}})^2$. In ordinary units this is
\begin{equation}
J=\frac98\,\frac{n_1}{N}\,\varepsilon\mu\frac{V^2}{L^3}.
\end{equation}

For $a\ll j\ll1$ the traps are full but free charge is still small. Then $de/ds\approx1$ except very near the cathode, so $e\approx s$ and $V\approx V_{\mathrm{TFL}}$. The current can change by many powers of ten while the voltage barely moves. This is the jump.

For $j\gg1$ free charge dominates and $de/ds\approx j/e$. The same integration with $a$ replaced by 1 gives $J=(9/8)\varepsilon\mu V^2/L^3$. At equal voltage, the two square laws differ by the factor $1/a$.

Take $E_t=1.0$ eV, a carrier mass of 0.2 electron masses and $T=300$ K. Then $N_c=2.2\times10^{18}\ \mathrm{cm^{-3}}$ and $a=3.6\times10^{-18}$. Numerical integration of Eq.~(\ref{eq:drift}) gives a rise of 15.2 decades between $0.9V_{\mathrm{TFL}}$ and $1.1V_{\mathrm{TFL}}$. The upper square law would need $n\gg N$, well above $N_c$, so for this layer it is a formal limit of the model.

\subsection{Are the traps really empty at the start?}

The ideal model leaves out diffusion and the filling of traps by the contacts at zero bias. Diffusion matters here because $V_{\mathrm{TFL}}$ is only 4.4 times $kT/q=0.0259$ V. Whether the contacts fill the traps depends on where the trap level lies relative to the Fermi level.

Let the conduction band at each contact lie 0.5 eV above the electrode's Fermi level. Traps 1.0 eV deep then lie 0.5 eV below that level, so electrons from the electrodes tend to fill them. We must check that the resulting charge does not lift the traps back above the Fermi level.

Let $u$ be the electron potential energy divided by $q$, with $u(0)=0$ and $E=-du/dx$. Integrating the linear field of a full layer and inserting Eq.~(\ref{eq:E0}) gives
\begin{align}
u(x)&=-E(0)x-\frac{qN}{2\varepsilon}x^2
=\frac{qN}{2\varepsilon}x(L-x)-\frac{V}{L}x\\
&=V_{\mathrm{TFL}}\left[s(1-s)-vs\right],
\qquad v=\frac{V}{V_{\mathrm{TFL}}}.
\end{align}
For $0\le v\le1$ the maximum is where $1-2s-v=0$, at $s=(1-v)/2$, and there
\begin{equation}
u_{\max}=V_{\mathrm{TFL}}\frac{(1-v)^2}{4}.
\end{equation}
At zero bias the barrier is 28 meV. For a uniform charge the traps are lifted by at most this much, so they remain about 0.47 eV below the Fermi level, and the assumption of full traps is consistent. A close neighbour can lift a single trap further: two electrons 1 nm apart repel each other by at most about 72 meV at this permittivity, and by less once screening by the electrodes is counted, which is still well below the 0.5 eV available. Solving Poisson's equation with the Fermi occupation included gives a filled fraction of 1.000000 at zero bias. The same calculation, searched for the bias of zero cathode field, returns 0.113 V.

If tunnelling alone set the pace, a layer prepared with empty traps would fill quickly. A rough time for tunnelling to the middle of the layer is $\tau_0\exp(\kappa L)$, with $\kappa=\sqrt{2mE_t}/\hbar$ and an assumed attempt time $\tau_0=10^{-13}$ s. It is about $10^{-8}$ s. This estimate takes electrons at the trap's own energy, which the electrode can supply because that energy lies below its Fermi level. It ignores any rearrangement of the surrounding atoms on capture, which can slow the process.

\subsection{What the current does instead}

With the traps already full, take a small free density $n$ and include diffusion with $D=\mu kT/q$. Write $\theta=kT/q$. The electron flux towards the anode is
\begin{equation}
\Phi=\mu nE-D\frac{dn}{dx}
=-D\left(\frac{dn}{dx}+\frac{n}{\theta}\frac{du}{dx}\right)
=-De^{-u/\theta}\frac{d}{dx}\left(ne^{u/\theta}\right).
\end{equation}
In steady state $\Phi$ is constant. Multiply by $e^{u/\theta}$ and integrate from 0 to $L$, with the same density $n_c$ at both contacts and $u(L)=-V$:
\begin{equation}
J=q\Phi=\frac{qDn_c\left(1-e^{-V/\theta}\right)}
{\int_0^L e^{u/\theta}\,dx}.
\label{eq:dd}
\end{equation}
For the 0.5 eV contact $n_c=8.9\times10^9\ \mathrm{cm^{-3}}$, far below $N$, so neglecting free charge in $u$ is justified.

Equation~(\ref{eq:dd}) gives a current ratio between $1.1V_{\mathrm{TFL}}$ and $0.9V_{\mathrm{TFL}}$ of 1.28 at 300 K and 1.25 at 400 K. The 15 decades are gone. There are no empty traps left to fill, and diffusion carries electrons over the barrier that the filled traps create. At $0.9V_{\mathrm{TFL}}$ that barrier is only $V_{\mathrm{TFL}}(0.1)^2/4\approx0.3$ mV in $u$, far below $kT/q$, so its disappearance at $V_{\mathrm{TFL}}$ hardly changes the current.

The voltage still has a meaning. Well above it, the potential energy falls steeply from the cathode, so the integral in Eq.~(\ref{eq:dd}) comes from a thin region where $u\approx-E(0)x$. It is then $\theta/E(0)$, and with $D=\mu\theta$,
\begin{equation}
J\approx q\mu n_cE(0)=q\mu n_c\frac{V-V_{\mathrm{TFL}}}{L}.
\end{equation}
This needs $(V-V_{\mathrm{TFL}})^2\gg\theta V_{\mathrm{TFL}}$, so that the curvature of $u$ is negligible in that region. In this limit $V_{\mathrm{TFL}}$ is an offset in a linear law. That law belongs to the model: it keeps $n_c$ fixed and the traps full. In a real layer the image force lowers the contact barrier as the field grows, which makes the current rise faster than linearly. Near 1 V the traps in the middle of the layer also come to lie above the anode's Fermi level and can empty into it. The offset should therefore not be read from a measured curve.

The opposite arrangement does not restore the jump. Raise the contact barrier to 2.0 eV and keep the trap depth at 1.0 eV. The traps then lie 1.0 eV above the Fermi level at zero bias and are indeed empty. But a bias of 0.113 V lowers them by at most 0.113 eV, at the anode end. Even in equilibrium with the cathode, their mean filled fraction is about $3\times10^{-16}$, so this voltage does not fill them.

\subsection{One trap across the layer}

On a regular cubic grid the trap spacing would be $N^{-1/3}=4.6$ nm, nearly the layer thickness; randomly placed traps often have closer neighbours. A uniform charge density can therefore describe only an average over the area. For traps at depths $x_i$ in an area $A$, each adds a step $q/(\varepsilon A)$ to the laterally averaged field beyond $x_i$. Zero average field at the cathode then requires
\begin{equation}
V=\frac{q}{\varepsilon A}\sum_i(L-x_i).
\end{equation}
Let the traps be placed independently at random, with mean number $M=NLA$. The sum has mean $ML/2$, which reproduces Eq.~(\ref{eq:TFL}). The number in a thin slice has a variance equal to its mean, $NA\,dx$, and different slices are independent, so the variance of the sum is
\begin{equation}
NA\int_0^L(L-x)^2dx=\frac{NAL^3}{3}=\frac{ML^2}{3}.
\end{equation}
The standard deviation relative to the mean is
\begin{equation}
\frac{L\sqrt{M/3}}{ML/2}=\frac{2}{\sqrt{3M}}.
\end{equation}
A square of side 100 nm holds 500 traps on average, and the spread is 5.2\%. Sampling random trap positions gives the same figure to two digits. Local fields near single electrons vary more than this average does.

\subsection{Comparison with a real gate stack}

The permittivity and thickness are in the rough range of hafnium-oxide gate dielectrics, and the trap density represents a defect-rich film. The 0.5 eV contact barrier is far lower than the roughly 2 eV expected for a typical metal gate; I chose it to favour injection. Real stacks on silicon usually also contain a thin interfacial oxide. Let it be trap-free, with thickness $d=1$ nm and relative permittivity 3.9, and let it lie on the anode side, as it does when the gate injects electrons. Assume again that all traps are full, which for the 1.0 eV traps used here holds with the low barrier but not with a 2 eV one. When the cathode field is zero, the displacement beyond the traps is then $qNL$. With no extra charge at the interface it is continuous, so the oxide adds
\begin{equation}
\Delta V=\frac{qNL\,d}{3.9\,\varepsilon_0}=0.232\ \mathrm{V}.
\end{equation}
The total becomes 0.345 V, about three times the value for the layer alone. On the cathode side the same oxide would add nothing, because the displacement there is zero. A work-function difference between the electrodes and a voltage drop in the silicon would shift the applied voltage further; neither is included.

Band transport is also doubtful at this thickness. For a square barrier of height $\phi$, compare the tunnelling factor $\exp(-2L\sqrt{2m\phi}/\hbar)$ with the thermal factor $\exp(-\phi/kT)$, leaving out the prefactors. At 0.5 eV they are $9\times10^{-8}$ and $4\times10^{-9}$. At 2.0 eV they are $8\times10^{-15}$ and $3\times10^{-34}$, a gap so wide that tunnelling should dominate. Even at 0.5 eV the tunnelling factor is the larger one, by about 20, so Eq.~(\ref{eq:dd}) describes only the band contribution and probably not most of the current. A measured current step near 0.11 V would therefore not be enough to infer the trap density from Eq.~(\ref{eq:TFL}).

So use 0.113 V as the answer to the exercise, and read it as the electrostatic scale of the filled layer. The values used here are listed in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Trap density: 1.0e+19 cm^-3
Layer thickness: 5.0 nm
Relative permittivity: 20.0
Elementary charge: 1.602177e-19 C
Vacuum permittivity: 8.854188e-12 F/m
Trap density in SI: 1.0e+25 m^-3
V_TFL from formula: 0.1131 V
Zero-cathode-field bias from solver: 0.1131 V
Value if factor 1/2 is omitted: 0.2262 V
Trap sheet density: 5.00e+12 cm^-2
Filled-trap sheet charge: 0.801 uC/cm2
Mean field at V_TFL: 0.226 MV/cm
Anode field at V_TFL: 0.452 MV/cm
Rough breakdown field, input: 4.0 MV/cm
Anode field / breakdown field: 0.113
Temperature: 300 K; hot case: 400 K
kT/q at 300 K: 0.02585 V
kT/q at 400 K: 0.03447 V
V_TFL/(kT/q) at 300 K: 4.37
Trap depth below band: 1.0 eV
Contact barrier: 0.5 eV
Trap level below Fermi level: 0.5 eV
Carrier mass: 0.20 electron masses
Band density of states: 2.24e+18 cm^-3
n1/N in drift model: 3.56e-18
Drift-model rise, 0.9 to 1.1 V_TFL: 15.2 decades
Filled fraction at zero bias: 1.000000
Filled-layer barrier at zero bias: 28.27 meV
Filled-layer barrier at V_TFL/2: 7.07 meV
Filled-layer current ratio, same range: 1.278
Same current ratio at 400 K: 1.252
Comparison trap level above Fermi level: 1.0 eV
Its filled fraction at V_TFL: 2.86e-16
Free density at 0.5 eV contact: 8.94e+09 cm^-3
Interfacial oxide thickness: 1.0 nm
Interfacial oxide permittivity: 3.9
Extra voltage across oxide: 0.2320 V
Total zero-cathode-field bias, solver: 0.3451 V
Oxide field: 2.320 MV/cm
Trap spacing N^(-1/3): 4.64 nm
Layer thickness / trap spacing: 1.08
Side of sampled square cell: 100 nm
Mean traps in cell: 500
Relative V_TFL spread, formula: 5.16 %
Relative V_TFL spread, sampled: 5.18 %
Tunnelling factor, 0.5 eV barrier: 9.21e-08
Thermal factor, 0.5 eV barrier: 3.98e-09
Tunnelling factor, 2.0 eV barrier: 8.47e-15
Thermal factor, 2.0 eV barrier: 2.52e-34
Rough tunnelling attempt time, input: 1.0e-13 s
Rough mid-layer trap filling time: 9.4e-09 s
\end{verbatim}
